Filled traps at the edge of a Schottky depletion region

**Problem**

A 300 nm film of n-type amorphous oxide carries a Schottky contact on one face and an ohmic contact on the other. Its net density of ionised donors is N_D = 1.0 × 10¹⁷ cm⁻³, uniform in depth, and its relative permittivity is 10. It also holds a sparse electron trap at a single energy E_T, which in the undepleted bulk lies

Δ = E_F − E_T = 0.60 eV

below the Fermi level. The temperature is 300 K. The bands bend upward towards the Schottky contact by 0.80 V in total at zero bias, and by 3.80 V under a reverse bias of 3.00 V.

(a) How thick is the layer next to the depletion edge in which the traps stay filled?

(b) The diode rests at zero bias until the traps have settled, and the reverse bias is then applied and held. Between which depths do the traps empty?

"Filled" means a steady-state occupancy above one half. Depth x is measured from the Schottky contact, and φ(x) is the upward band bending in volts, zero in the bulk.

**A tempting solution**

A trap needs free electrons to stay filled, and a depletion region has almost none. The filled layer should therefore be the thin fringe where free electrons survive. In a non-degenerate film their density follows the Boltzmann law,

n = N_D exp(−qφ/kT),

so it has dropped by a factor e where φ = kT/q. Close to the depletion edge the bending grows as the square of the distance s from that edge, φ = qN_D s²/(2ε). Setting φ = kT/q gives

s = √(2εkT/(q²N_D)) = √2 L_D, with L_D = √(εkT/(q²N_D)).

The Debye length L_D is 11.95 nm here, so the filled layer comes out 16.9 nm thick. The depletion edge lies at 94.0 nm at zero bias and at 204.9 nm under reverse bias. On this reasoning the traps empty between 77 nm and 188 nm.

**Where it fails**

The Boltzmann law is sound. The parabola is poor so close to the edge, where free electrons still cancel part of the donor charge: the full Poisson equation puts φ = kT/q about 8 nm inside W, half of the 16.9 nm. That is still the lesser fault. The main fault is the criterion for a filled trap, which compares n with N_D. A trap has no use for a density near N_D. It stays filled as long as it captures electrons faster than it emits them, and a deep trap emits so slowly that a very small density is enough.

Let f be the occupancy, c the capture coefficient (capture cross-section times thermal velocity) and e_n the emission rate. With negligible exchange of holes,

df/dt = c n (1 − f) − e_n f.

The emission rate follows from equilibrium in the bulk, where n = N_D and df/dt = 0. There the occupancy is the Fermi function, with the degeneracy factor of the trap taken as one:

f = 1/(1 + exp(−Δ/kT)), hence (1 − f)/f = exp(−Δ/kT).

Therefore

e_n = c N_D (1 − f)/f = c n₁, with n₁ = N_D exp(−Δ/kT).

With kT = 0.02585 eV this gives n₁ = 8.33 × 10⁶ cm⁻³. In steady state anywhere in the film, c n (1 − f) = c n₁ f, so

f = n/(n + n₁).

The occupancy is one half where n = n₁, some ten orders of magnitude below the donor density. The tempting solution stopped at n = N_D/e, where the traps are still almost completely filled.

**The right solution**

Insert the Boltzmann law into f:

n₁/n = exp(−Δ/kT) exp(qφ/kT) = exp((qφ − Δ)/kT),

f = 1/(1 + exp((qφ − Δ)/kT)).

The traps are filled where qφ < Δ and mostly empty where qφ > Δ. In a band diagram, the trap level rises with the bands and crosses the Fermi level where the bending equals Δ/q.

Under reverse bias there is no common Fermi level for the whole diode. The Boltzmann law then requires that the electron quasi-Fermi level stay flat from the bulk to the crossing, which holds for a small enough leakage current. The limit is worked out below.

The crossing is located with Poisson's equation. The electrostatic potential is −φ relative to the bulk, and the depleted layer carries the charge density +qN_D, so

φ'' = qN_D/ε.

This assumes a sharp depletion edge at x = W and too few traps to matter for the charge. At the edge φ = 0 and φ' = 0. Integrating once from W gives

φ' = −(qN_D/ε)(W − x),

with a minus sign because the bending decreases towards the bulk. Integrating again gives

φ = (qN_D/2ε)(W − x)².

Let λ be the distance W − x at which qφ = Δ. Then q²N_Dλ²/(2ε) = Δ, or

λ = √(2εΔ/(q²N_D)).

The permittivity is ε = 8.854 × 10⁻¹¹ F/m, and Δ/q = 0.60 V, so

λ² = 2 × 8.854 × 10⁻¹¹ × 0.60 / (1.602 × 10⁻¹⁹ × 10²³) m² = 6.63 × 10⁻¹⁵ m²,

**λ = 81 nm.**

This answers (a). The tempting formula has kT in the place of Δ, so it is too small by the factor √(Δ/kT) = 4.8.

For (b), the total bending V_s is reached at x = 0, which gives

W = √(2εV_s/(qN_D)), x_c = W − λ,

where x_c is the depth of the crossing. The width W depends on bias and λ does not. In numbers:

zero bias: W = 94.0 nm, x_c = 12.6 nm

reverse bias: W = 204.9 nm, x_c = 123.5 nm

Traps shallower than 12.6 nm were already empty at zero bias, and traps deeper than 123.5 nm stay filled under reverse bias. **The traps empty between about 13 nm and 124 nm.**

This slab is 110.9 nm thick, the same as the distance the depletion edge moved, because λ cancels in the difference. The tempting solution therefore finds the right thickness at the wrong depth.

**Why the depth matters for a measured trap density**

Trap spectroscopy often records the capacitance while the traps empty at fixed bias. Take a density N_T much smaller than N_D, and a measuring frequency too high for the traps to follow, so that the capacitance per unit area is C = ε/W. Integration by parts, with φ(W) = φ'(W) = 0, gives

∫₀ᵂ x φ'' dx = [xφ']₀ᵂ − ∫₀ᵂ φ' dx = φ(0) = V_s.

The charge at each depth thus contributes to the voltage in proportion to x. Each trap that loses an electron adds a charge +q, whether the trap is of donor or acceptor type. Let the traps empty between x_p (the crossing at zero bias) and x_r (the crossing under reverse bias). At fixed V_s the edge must shift by δW such that, to first order in N_T/N_D,

N_D W_r δW + N_T (x_r² − x_p²)/2 = 0,

where W_r is the width under reverse bias. Since δC/C = −δW/W_r,

δC/C = (N_T/2N_D)(x_r² − x_p²)/W_r².

The true crossings give x_r² − x_p² = 123.5² − 12.6² = 1.51 × 10⁴ nm². The tempting slab gives 188.0² − 77.1² = 2.94 × 10⁴ nm². Someone who reads a measured step with the tempting slab infers only 0.51 of the true trap density.

**When there is no crossing**

The result needs V_s > Δ/q. If the total bending is smaller, qφ stays below Δ up to the contact and all the traps remain filled. The zero-bias bending of 0.80 V exceeds 0.60 V only modestly, which is why the first crossing lies so near the contact. A trap with Δ above 0.80 eV has no crossing at zero bias, and a larger reverse bias does not simply create one. The metal keeps supplying electrons over its barrier, at a density near the contact of roughly N_D exp(−0.80 eV/kT), and they drift through the depleted layer as the saturation current of the diode. Once Δ is clearly above 0.80 eV, n₁ is smaller than this density, and with an ideal thermionic contact the traps stay filled at the reverse bias used here too. For a mobility of 10 cm²/Vs and an effective mass of 0.34 electron masses, no trap empties at all once Δ exceeds about 0.81 eV. The formula for x_c under reverse bias fails a little earlier: the injected electrons shift the crossing by more than 2 nm above about 0.79 eV. A contact that emits electrons more slowly raises both limits, by about 0.04 eV if it emits ten times more slowly and 0.10 eV if a hundred times. Image-force lowering of the barrier, left out here, reduces both. For a relative permittivity of 4 to 10 in the image force, no trap empties at this reverse bias above about 0.71–0.75 eV, and the formula for x_c holds to 2 nm only below about 0.68–0.72 eV.

The opposite limit is a shallow trap. When Δ is no longer large compared with kT, the crossing moves into the fringe of free electrons, and the sharp edge from which λ is measured loses its meaning.

**How sharp are the two edges?**

*The depletion edge.* With free electrons kept, Poisson's equation reads

φ'' = (qN_D/ε)(1 − exp(−qφ/kT)).

Multiply by φ' and integrate from the bulk, where φ and φ' vanish. With the field strength F = −φ',

F² = (2qN_D/ε)[φ − (kT/q)(1 − exp(−qφ/kT))].

Once φ is many times kT/q the exponential can be dropped:

F² = (2qN_D/ε)(φ − kT/q).

The distance from the contact to the crossing is the integral of dφ/F from Δ/q to V_s:

x_c = √(2ε/(qN_D)) [√(V_s − kT/q) − √(Δ/q − kT/q)].

The first term is the edge that a capacitance measurement reports. The charge per unit area is Q = εF_s, with F_s the field at the contact, so C = dQ/dV_s = qN_D/F_s and

ε/C = εF_s/(qN_D) = √(2ε(V_s − kT/q)/(qN_D)).

Measured from this edge, the filled layer has the thickness

√(2ε(Δ − kT)/(q²N_D)) = 79.7 nm,

which is 1.8 nm less than λ. A numerical solution of the full equation for the 300 nm film, with φ fixed at the contact and zero at the back, gives 79.66 nm at both biases. It puts the crossings at 12.8 nm and 124.6 nm, against 12.6 nm and 123.5 nm in the sharp-edge model. The differences are small because the shifts of W and λ partly cancel. They cancel less well under reverse bias, where the thermal term changes W less.

*The occupancy step.* At the crossing the field of the parabola is

F_c = qN_Dλ/ε = 2Δ/(qλ) = 0.147 MV/cm.

The occupancy falls from 0.9 to 0.1 while (qφ − Δ)/kT runs from −ln 9 to +ln 9. With φ taken as linear over this short distance, the width is

2 ln 9 · kT/(qF_c) = 7.7 nm.

The boundary between filled and empty traps is thus blurred over about a tenth of λ, but the blur hardly changes the number of filled traps. To see this, write the distance from the edge as a function of the energy E = qφ, namely s(E) = λ√(E/Δ). Integration by parts turns the filled length ∫ f ds into the average of s(E) over the weight −df/dE. This weight is a symmetric peak at E = Δ with variance π²(kT)²/3. The second derivative of s at the peak is −λ/(4Δ²), so to leading order

∫ f ds = λ + ½ · (π²(kT)²/3) · (−λ/(4Δ²)) = λ[1 − (π²/24)(kT/Δ)²].

The correction is −0.06 nm, and direct integration gives the same filled length, 81.37 nm.

**How much leakage is allowed?**

Under reverse bias electrons enter from the metal and drift towards the bulk. Where drift dominates, a current density J carried by electrons of mobility μ adds a density J/(qμF) to the Boltzmann density. At the crossing, the neglected diffusion of these added electrons is only a fraction kT/(2Δ), about 2 %, of their drift. The condition n = n₁ becomes

N_D exp(−qφ/kT) + J/(qμF_c) = n₁.

Dividing by n₁ and defining J₀ = qμn₁F_c,

exp(−(qφ − Δ)/kT) = 1 − J/J₀,

qφ − Δ = −kT ln(1 − J/J₀).

The right-hand side is positive, so the crossing moves towards the contact by −(kT/(qF_c)) ln(1 − J/J₀). This treats the field as constant over the shift and needs J well below J₀.

With μ = 10 cm²/Vs, J₀ = 2.0 × 10⁻⁶ A/cm². A leakage of 1.0 × 10⁻⁷ A/cm² moves the crossing by 0.09 nm, which is negligible. A leakage a few times J₀ would be another matter. The added density falls only as 1/F, and the field grows from 0.147 MV/cm at the crossing to 0.371 MV/cm at the contact, a factor of 2.5. In the same drift estimate, a current above 2.5 J₀ therefore keeps n above n₁ all the way to the contact, and the traps never become mostly empty. Leakage around the rim of the contact does not count here, since it does not pass the traps.

**How long must one wait?**

All the depths above are steady-state depths. For a rough capture cross-section of 10⁻¹⁵ cm² and a thermal velocity of 2.0 × 10⁷ cm/s, the emission rate is

e_n = 10⁻¹⁵ × 2.0 × 10⁷ × 8.33 × 10⁶ s⁻¹ = 0.17 s⁻¹,

an emission time of 6.0 s, leaving aside any speeding-up of emission by the field. That effect need not be small: for a trap that is charged when empty, Poole–Frenkel lowering at 0.147 MV/cm is about 0.09 eV for a relative permittivity of 10, which speeds emission by roughly 8 to 35 times depending on the model, and more in the stronger field nearer the contact. The rate equation relaxes at the rate c(n + n₁), which is 2e_n at a crossing. The diode must therefore rest at zero bias for many seconds before the traps near 13 nm have settled. A filling pulse of duration t_p much shorter than this refills emptied traps only where c n t_p is at least about one, so the emptied slab then begins deeper.

**The numbers beside a real film**

The parameters are rough typical values for a Schottky diode on amorphous In-Ga-Zn-O; the donor density in particular varies widely with processing. The film is thick compared with the channel of a thin-film transistor, which is often a few tens of nanometres. A film thinner than 94 nm with the same donor density and contact would be depleted at zero bias except for a thin fringe of electrons at the ohmic contact, and it would have no depletion edge from which to measure λ.

The assumption that a disordered film most clearly breaks is the single trap level. If the levels spread by ±0.05 eV about the chosen value, λ runs from 78.0 to 84.8 nm. A broad continuum of gap states has no single λ at all: each energy has its own crossing.

Trap charge matters when the traps are not sparse. Filled acceptor traps are negative. If N_D is the density without the traps, they reduce the charge in the filled layer to q(N_D − N_T). With Δ held fixed, λ then grows by the factor 1/√(1 − N_T/N_D), to 83.6 nm for N_T = 0.05 N_D. Filled donor traps are neutral and leave λ unchanged.

Temperature acts through the Fermi level. For a parabolic band of effective mass 0.34 electron masses, the density of band states is N_C = 4.97 × 10¹⁸ cm⁻³ at 300 K, and

E_C − E_F = kT ln(N_C/N_D) = 0.101 eV,

so the trap lies 0.701 eV below the band edge. If that depth, N_D and ε stay fixed while the film is heated to 400 K, the Fermi level sinks, Δ falls to 0.551 eV and λ to 78.1 nm. A temperature scan that uses the room-temperature λ throughout would be off by about 4 % at its hot end, or about 5 % if the layer is measured from the capacitance edge. The Boltzmann form itself is adequate: at this Fermi level it differs from Fermi–Dirac statistics by 0.7 % in the bulk density at 300 K.

For the values chosen, each of these corrections amounts to a few nanometres; a denser trap does more, 16 nm for acceptor traps with N_T = 0.3 N_D. An error in N_D can easily outweigh them: since λ varies as 1/√N_D, a donor density wrong by a factor of two changes λ by a factor of 1.4. The remaining values are listed in the numerical output.

Numbers as computed

```
Donor density: 1.0e+17 cm^-3
Relative permittivity: 10.0
Trap below bulk Fermi level: 0.60 eV
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Permittivity: 8.8542e-11 F/m
lambda squared: 6.6316e-15 m^2
FILLED LAYER lambda: 81.43 nm
Film thickness: 300 nm
Band bending at zero bias: 0.80 V
Reverse bias: 3.00 V
Band bending at reverse bias: 3.80 V
W at zero bias: 94.03 nm
W at reverse bias: 204.94 nm
Crossing at zero bias: 12.60 nm
Crossing at reverse bias: 123.50 nm
Emptied slab thickness: 110.91 nm
Solver crossing, zero bias: 12.84 nm
Solver crossing, reverse bias: 124.58 nm
Solver lambda, zero bias: 79.66 nm
Solver lambda, reverse bias: 79.66 nm
lambda with Delta - kT: 79.66 nm
Debye length: 11.95 nm
Field at crossing: 0.147 MV/cm
Occupancy 10-90 % width: 7.71 nm
Integrated filled length: 81.372 nm
Trap fraction N_T/N_D: 0.05
lambda with acceptor traps: 83.55 nm
Trap level spread (+/-): 0.05 eV
lambda, shallow side: 77.97 nm
lambda, deep side: 84.76 nm
Effective mass / electron mass: 0.34
Band density N_C at 300 K: 4.97e+18 cm^-3
E_C - E_F at 300 K: 0.101 eV
Degeneracy error in density: -0.70 %
E_C - E_T: 0.701 eV
Hot temperature: 400 K
E_F - E_T when hot: 0.551 eV
lambda when hot: 78.07 nm
Mobility: 10.0 cm2/Vs
n1 (density at crossing): 8.33e+06 cm^-3
Leakage current density: 1.0e-07 A/cm2
Leakage limit J0: 1.97e-06 A/cm2
Leakage shift, formula: 0.092 nm
Leakage shift, numerical: 0.094 nm
Peak field at contact: 0.371 MV/cm
Tunnelling energy E00: 3.18 meV
Capture cross-section: 1.0e-15 cm2
Thermal velocity: 2.00e+07 cm/s
Emission time at 300 K: 6.00 s
```
